Lithium Fermi-Contact Shift from a Ferromagnetic Spin Density

**Problem**

A lithium compound contains one kind of magnetic ion, with spin S = 3/2, isotropic g = 2 and no orbital moment. A spin-polarized PAW calculation at zero temperature, with all ionic moments parallel, gives the spin density at the Li nucleus

ρ = n_maj − n_min = 0.005 bohr⁻³.

Here n_maj and n_min are the densities of majority and minority electrons. The susceptibility follows a Curie-Weiss law with Weiss temperature Θ = −80 K. Find the Fermi-contact shift of lithium at T = 320 K, in ppm. These are round model parameters, not data for a named material.

The density ρ is the all-electron one. In PAW the smooth pseudo-density ρ̃ at the nucleus has to be corrected by the partial waves φ_i and their smooth partners φ̃_i:

ρ = ρ̃(R) + Σ_ij D_ij [φ_i*(R) φ_j(R) − φ̃_i*(R) φ̃_j(R)],

where R is the Li position and D_ij is the majority-minus-minority occupation matrix of the partial waves. The polarization of the Li 1s electrons is taken to be included in ρ.

The majority electrons have their magnetic moments along the applied field B0. A shift is positive when the resonance moves to higher frequency at fixed B0.

**A tempting solution**

The parallel state produces a contact field at the nucleus (derived below)

B_FM = μ0 g_e μB ρ/3 = 0.2625 T,

with g_e = 2.0023 the free-electron g factor. In the paramagnet the ions are only slightly polarized, so this field must be multiplied by the mean moment divided by the full moment. The Curie-Weiss law gives the mean moment along B0,

μ_mean = μ_eff² B0 / [3k(T − Θ)], μ_eff = g √(S(S+1)) μB = 3.873 μB.

The moment of the ion is μ_eff, so the scaling factor is taken as

μ_mean/μ_eff = μ_eff B0 / [3k(T − Θ)].

With μB/k = 0.671714 K/T and T − Θ = 400 K, the factor per tesla is

3.873 × 0.671714 / (3 × 400) = 2.168 × 10⁻³ T⁻¹,

and the shift comes out as 0.2625 × 2.168 × 10⁻³ = 5.69 × 10⁻⁴, or 569 ppm.

**Where it fails**

The contact field and the mean moment are both correct. The fault is the denominator. The density ρ was calculated for a state in which each ion has its largest spin component, S. The moment along the field in that state is

μ_sat = g μB S = 3 μB,

not 3.873 μB. The effective moment contains √(S(S+1)), the length of the spin vector, because the susceptibility measures a mean square. No state of the ion has a component of that size along any axis.

Two limits expose the error. In a very strong field the ions saturate and the scaling factor must become 1, since the density must return to the calculated ρ. With μ_eff in the denominator it would stop at

S/√(S(S+1)) = √(S/(S+1)) = 0.775 for S = 3/2.

In a weak field, take a free ion with S = 1/2. Its two levels give the polarization tanh(x/2) ≈ x/2, with x = gμB B0/(kT). The tempting factor with Θ = 0 is x√(S(S+1))/3 = 0.289x, which is too small by the same ratio √(S/(S+1)), here 0.577. The error fades for large S, where the length of the spin and its largest component become nearly equal.

**The contact field of the parallel state**

Each electron carries a moment g_e μB/2 along or against the field, so the magnetization at the nucleus is

m(0) = (g_e μB/2)(n_maj − n_min) = g_e μB ρ/2.

To find the field it produces, take the spherical part m(r) of the magnetization in a sphere around the nucleus, directed along z and set to zero outside. The drop at the surface counts as part of m(r). The bound current density is

J = ∇×(m ẑ) = m′(r) r̂×ẑ = −m′(r) sin θ φ̂.

The Biot-Savart law at the origin reads

B(0) = (μ0/4π) ∫ J×(−r̂)/r² d³r.

Since φ̂×r̂ = θ̂ and the z component of θ̂ is −sin θ, the z component of J×(−r̂) is +J_φ sin θ = −m′ sin²θ. The factor r² of the volume element cancels the 1/r²:

B_z(0) = (μ0/4π) · 2π · ∫₀^π sin³θ dθ · ∫₀^∞ (−m′) dr
= (μ0/4π) · 2π · (4/3) · m(0)
= (2/3) μ0 m(0).

Only the value at the nucleus survives. Inserting m(0),

B_FM = (2/3) μ0 (g_e μB ρ/2) = μ0 g_e μB ρ/3.

A positive ρ gives a field along B0. The non-spherical part of the magnetization and everything outside the sphere act through the dipolar field, which is a separate contribution to the shift.

The constant μ0 g_e μB/3 equals 52.4912 T bohr³, so

B_FM = 52.4912 × 0.005 = 0.2625 T.

**From the parallel state to the paramagnet**

The spin density at lithium is transferred from the surrounding ions. Suppose that each ion i contributes in proportion to its own spin, and let s_i be its thermal mean spin component along the moment direction. Then

ρ(T) = Σ_i p_i s_i/S,

where p_i is the contribution of ion i when it is saturated. The p_i may differ in size and sign, because different bond paths can transfer spin of opposite sign. In the parallel state every s_i equals S, and the sum is ρ = Σ_i p_i. In the paramagnet all ions are equivalent and share one value s, so

ρ(T) = (s/S) Σ_i p_i = P ρ, P = s/S.

One number P therefore scales the whole field, without knowledge of the separate paths. This is why the parallel state is the useful one to calculate, even though it is not the ground state when the ions couple antiferromagnetically, as the negative Θ indicates here. An antiferromagnetic calculation would give the p_i added with alternating signs, a different sum that P does not multiply. With two inequivalent kinds of magnetic ion, each kind would need its own density and its own P.

The nuclear spin must also see the thermal mean of the electron spins. This requires the electron spins to fluctuate fast on the time scale of the NMR experiment.

**The polarization of a free ion**

A level with spin component m along the moment direction has energy −gμB B0 m. With x = gμB B0/(kT),

s = Σ_m m e^{mx} / Σ_m e^{mx}, m = −S, …, S.

For small x, e^{mx} ≈ 1 + mx. The sum of m vanishes, so the numerator is x Σ m² and the denominator is 2S+1 to this order. The three spin components have equal traces of their squares, and these add up to (2S+1)S(S+1). The mean of m² over the levels is therefore S(S+1)/3, and

s = x S(S+1)/3, P = s/S = gμB (S+1) B0/(3kT).

The product S(S+1) comes from the mean square and the divisor S from saturation. Their ratio leaves S+1, where the tempting solution had √(S(S+1)).

**The Weiss temperature**

Let the ions interact through J S_i·S_j on each bond, with z neighbours per ion and J > 0 for antiferromagnetic coupling. In the mean-field approximation an ion sees its neighbours at their mean value s, so the energy of level m becomes −gμB B0 m + zJsm. The free-ion result then holds with gμB B0 replaced by gμB B0 − zJs:

s = [S(S+1)/(3kT)] (gμB B0 − zJs).

Divide by S and write s = SP in the last term:

P = gμB (S+1) B0/(3kT) − [zJS(S+1)/(3kT)] P.

Defining Θ = −zJS(S+1)/(3k), the last term is (Θ/T)P. Moving it to the left gives

P (1 − Θ/T) = gμB (S+1) B0/(3kT),

and multiplying both sides by T/(T − Θ),

P = gμB (S+1) B0 / [3k(T − Θ)].

**The shift**

At fixed B0 the resonance frequency is proportional to the total field at the nucleus. The contact field P B_FM changes it by the fraction P B_FM/B0, so

δ = 10⁶ P B_FM/B0 = 10⁶ · (μ0 g_e μB ρ/3) · gμB (S+1)/[3k(T − Θ)] ppm.

The applied field cancels because P is linear in it. The nuclear gyromagnetic ratio cancels too, so ⁶Li and ⁷Li have the same contact shift in ppm. As a contribution to the shielding, the same quantity enters with a minus sign.

The numbers are

P/B0 = 2 × 0.671714 × 2.5 / (3 × 400) = 2.7988 × 10⁻³ T⁻¹,

δ = 0.262456 × 2.7988 × 10⁻³ = 7.346 × 10⁻⁴.

**The lithium contact shift is about 735 ppm**, to higher frequency. The tempting value of 569 ppm is 0.775 of this, which is the ratio √(S/(S+1)) found above.

In a field of 10 T the polarization is P = 0.028. The contact field has fallen from 0.262 T in the parallel state to 7.35 mT, and 7.35 mT divided by 10 T is again 735 ppm. Using B_FM itself without scaling would overstate the shift in this field by a factor 1/0.028, about 36.

**What the Weiss temperature does**

For Θ = 0 the formula gives 918 ppm. The antiferromagnetic coupling multiplies this by T/(T − Θ) = 320/400 = 0.8, because each ion feels its neighbours' polarization as an opposing field. For positive Θ the shift is enhanced. The formula diverges as T approaches Θ from above, but there the small-polarization expansion has already failed.

Differentiating ln δ = constant − ln(T − Θ) with respect to Θ gives

dδ/δ = dΘ/(T − Θ).

An error of 10 K in Θ thus changes the shift by about 2.5 % here. An error in ρ enters in full proportion: 10 % in the density is 10 % in the shift.

**How good is the linear polarization?**

The next term in x shows when saturation matters. Let a and b be the means of m² and m⁴ over the levels. Then

s = (ax + bx³/6)/(1 + ax²/2) ≈ ax − cx³, c = (3a² − b)/6.

For S = 3/2 the levels ±3/2 and ±1/2 give a = 5/4 and b = 41/16, so c = (75/16 − 41/16)/6 = 17/48.

In the mean field, x is the local value. Since a = S(S+1)/3, the definition of Θ gives zJ/k = −Θ/a, and

x = [gμB B0/k + Θs/a]/T.

Inserting this in the linear term of s and collecting s on the left,

s (1 − Θ/T) = a gμB B0/(kT) − cx³.

The cubic term therefore lowers s by cx³ T/(T − Θ). Relative to the linear value s ≈ ax, the loss is

(c/a) x² T/(T − Θ), with x ≈ gμB B0/[k(T − Θ)].

At 10 T, x = 13.434/400 = 0.0336 and c/a = 17/60, so the loss is 0.2833 × 0.001128 × 0.8 = 2.6 × 10⁻⁴. Solving the mean-field equation numerically with the full level sums gives 734.38 ppm instead of 734.56 ppm, a loss of 0.026 %, in agreement. Saturation is negligible here. It grows as B0² and becomes important when x² T/(T − Θ) is no longer small. For free ions this means a temperature no longer large compared with gμB B0/k. For positive Θ the factor T/(T − Θ) brings saturation in earlier: with Θ = +300 K at 1 T and T − Θ = 13.4 K, ten times gμB B0/k, the mean-field equation with the full level sums already gives a loss of 5.6 %. For Θ = −80 K at 10 T, cooling within the paramagnetic state does not bring this about. If the ions form two sublattices, with every bond joining one to the other, the mean field gives antiferromagnetic order below about T = −Θ = 80 K, and a single mean spin s then no longer describes all ions. On cooling to that temperature the loss, which is proportional to T/(T − Θ)³, rises only to 0.2833 × (13.434/160)² × (1/2) ≈ 0.10 %.

**How good is the Curie-Weiss law?**

The mean field ignores correlations between neighbouring spins. Their effect can be worked out for a small model: a ring of four spins 3/2 with z = 2. The value Θ = −80 K requires

J/k = −3Θ/[zS(S+1)] = 240/(2 × 3.75) = 32 K.

The total spin component commutes with the interaction, so the linear response follows from its zero-field mean square. Rotational symmetry turns this into

s = (gμB B0/3kT) [S(S+1) + Σ_{j≠i} ⟨S_i·S_j⟩].

Write P_C for the free-ion polarization and K = JS(S+1)/(kT). Expanding the Boltzmann operator as 1 − H/(kT) + H²/(2k²T²), where H is the interaction, requires these averages over uncorrelated spins:

- For a bonded pair, the mean of (S_i·S_j)² is [S(S+1)]²/3 and the mean of (S_i·S_j)³ is −[S(S+1)]²/6. The cubic mean is nonzero because spin components do not commute.
- For the opposite spin, two paths of two bonds contribute, each in two orders. Each product of three scalar products has the mean [S(S+1)]³/9.

Divided by S(S+1), the two neighbours together contribute −2K/3 − K²/[6S(S+1)], and the opposite spin contributes ½ · 4 · K²/9 = 2K²/9. With S(S+1) = 15/4,

P/P_C = 1 − 2K/3 + (2/9 − 2/45)K² = 1 − 2K/3 + (8/45)K².

The first-order term is Θ/T, as in the mean field. Now define an apparent Weiss temperature by forcing the Curie-Weiss form on the result, Θ_app = T − T P_C/P. Inverting the series,

P_C/P = 1 + 2K/3 + (4/9 − 8/45)K² = 1 + 2K/3 + (4/15)K²,

Θ_app = −2KT/3 − (4/15)K²T.

Since KT = 32 × 3.75 = 120 K, this is

Θ_app = −80 K − (3840 K²)/T.

Numerical diagonalization of the ring, with its 4⁴ = 256 states in a field of 1 T, gives −80.24 K at 16000 K and −80.12 K at 32000 K, as the series predicts. At 320 K the series gives −92 K, hence a shift of 734.56 × 400/412 = 713 ppm. The diagonalization gives 711 ppm, which is 3.2 % below the Curie-Weiss value. Most of the difference is thus the second-order correlation term; the remaining 2 ppm comes from higher orders.

The ring does not represent a crystal, and its 3 % is not an error estimate for one. It shows that a Θ taken from the high-temperature limit need not be the best one near room temperature. If the susceptibility has been measured at the temperature of the NMR experiment, the mean moment per ion can be taken from it directly:

P = μ_mean/(gμB S).

This avoids the Curie-Weiss law altogether, but the divisor is still the saturated moment of the state for which ρ was calculated. It holds for spin-only ions, and only after the diamagnetic, temperature-independent and impurity parts of the measured susceptibility have been removed.

The 735 ppm is the contact term alone. Comparison with a measured shift also requires the orbital shielding relative to the chosen reference, the dipolar contribution where it does not average out, and the correction for the bulk susceptibility of the sample.
